\section*{The Slab-Truncated Coulomb Kernel and the Half-Height Cutoff for Charged Layers, part 2}

A layer is treated in a periodically repeated cell, and its electrostatic energy should not depend on the amount of vacuum. The opening example is one elementary charge per cell, spread as a Gaussian of standard deviation $s=0.5$ bohr, in a cell with a square base of side $10$ bohr. At cell heights of $12$, $24$ and $48$ bohr, the ordinary periodic kernel $4\pi/G^2$, with its $G=0$ term left out, gives $0.4335$, $0.4955$ and $0.6208$ hartree per cell. The kernel truncated at half the cell height gives $0.369176$ hartree at all three.

Hartree atomic units are used, so two unit charges at distance $r$ interact with energy $1/r$. Positions are $\mathbf x=(\mathbf r,z)$, with $\mathbf r$ in the plane of the layer and $z$ along the normal. Reciprocal lattice vectors are $\mathbf G=(\mathbf K,g)$, with $K=|\mathbf K|$, $g=2\pi n/L$ and integer $n$, where $L$ is the cell height. The real charge density of one cell is $\rho$, and $\tilde\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf x}d^3x$.

The Coulomb interaction is kept for normal separations $|z|<R$ and set to zero beyond; the kernel $v$ is its transform. The in-plane transform of the interaction, for $K>0$, is
\begin{equation}
S(K,z)=\frac{2\pi}{K}\,e^{-K|z|}.
\label{eq:planar}
\end{equation}
For a general cutoff $R$ the kernel is
\begin{equation}
v(K,g)=\frac{4\pi}{G^2}\left\{1-e^{-KR}\left[\cos gR-\frac gK\sin gR\right]\right\},\qquad K>0 .
\label{eq:general}
\end{equation}
At $K=0$, after an infinite constant is dropped, it is $v(0,g)=\frac{4\pi}{g^2}\left[1-\cos gR-gR\sin gR\right]$ for $g\neq0$, and $v(0,0)=-2\pi R^2$. As $K\to0$ at fixed $n\neq0$, the sine term of \eqref{eq:general} behaves as
\begin{equation}
v(K,g)\simeq\frac{4\pi\sin gR}{g\,K}.
\label{eq:div}
\end{equation}
This gives the predicted limit of $Kv$ in the numerical output at the end. At $R=L/2$ the sine vanishes and $\cos gR=(-1)^n$.

\subsection{Symbols and results taken over}

The cell has in-plane area $A$ and height $L$, with its third axis normal to the layer. A reciprocal vector has in-plane length $K$ and normal component $g=2\pi n/L$, with $G^2=K^2+g^2$. The interaction $1/r$ is kept for $|z|<R$. For $R=L/2$ the kernel to be implemented, in bohr$^2$, is
\begin{equation}
v(K,g)=
\begin{cases}
\dfrac{4\pi}{G^2}\left[1-(-1)^n e^{-KL/2}\right], & G\neq0,\\[2mm]
-\pi L^2/2, & G=0 .
\end{cases}
\label{eq:implement}
\end{equation}
The first line covers $K=0$, $n\neq0$ as well. The energy per cell is $E=(2AL)^{-1}\sum_{\mathbf G}v\,|\tilde\rho|^2$. Between two planes at separation $z$, the interaction at in-plane wave number $K$ is $(2\pi/K)e^{-K|z|}$. At $K=0$ it is $-2\pi|z|$, an infinite constant having been dropped. Sampling $v$ at $g=2\pi n/L$ repeats the windowed interaction with period $L$.

\subsection{How thick the layer may be}

Let all charge, electronic tails included, lie in a slab of thickness $d$. Two charges in it have a normal separation $\zeta=z-z'$ with $|\zeta|\le d$. The repeated interaction acts at $\zeta$ and at every shifted separation $\zeta-mL$. The energy is that of one layer if two things hold.

First, the true pair must be inside the window, which needs $d\le R$. Second, no image pair may be inside it. The smallest image separation is $L-d$, which needs $R\le L-d$. Together,
\begin{equation}
d\le R\le L-d .
\label{eq:condition}
\end{equation}
The largest thickness allowed by a given $R$ is the smaller of $R$ and $L-R$, and this is greatest at $R=L/2$, where it equals $L/2$. Half height is thus the most tolerant choice. It is not more accurate than another $R$ that satisfies \eqref{eq:condition}: for the single Gaussian charge of the opening, in a cell of $24$ bohr, cutoffs of $12$ and $6$ bohr both give $0.369176$ hartree.

A thicker arrangement separates the two cutoffs. Take two Gaussian unit charges per cell, one above the other, with $s=0.5$ bohr, a square base of side $10$ bohr and $L=24$ bohr. Their mutual energies per cell, in hartree, are as follows.

\begin{center}
\begin{tabular}{cccc}
distance (bohr) & real space & $R=12$ bohr & $R=6$ bohr\\
\hline
8 & $-0.4998$ & $-0.4998$ & $-0.0008$\\
16 & $-1.0053$ & $-0.4998$ & $-0.0008$
\end{tabular}
\end{center}

The column headed ``real space'' is a direct lattice sum for an isolated double layer, with the same constant dropped. The energies are negative for like charges because of that constant. Their main part is $-2\pi\times8/100=-0.5027$ hartree in the first row. About nine tenths of the remaining $0.0029$ hartree comes from the four shortest nonzero $\mathbf K$, which contribute $4(2\pi/K)e^{-8K}/A=0.0026$ hartree with $K=2\pi/10$ bohr$^{-1}$.

At $8$ bohr the half-height cutoff reproduces the isolated value. The cutoff at $6$ bohr removes the interaction, apart from the few parts of the two Gaussians that are closer than $6$ bohr. At $16$ bohr, half height fails too, because $16>L/2$. It returns the energy for $8$ bohr, which is the distance $24-16$ to the nearest image. The periodic density for $16$ bohr is that for $8$ bohr shifted along $z$, so neither the energy nor the periodic density tells the two apart. The condition $d\le L/2$ has to be checked on the layer that is meant, with its thickness measured between the gaps taken as vacuum.

\subsection{Where the potential can be used}

The potential at height $z$ is that of one layer as long as every charge is closer than $L/2$ in the normal direction. For a slab occupying $|z'|\le d/2$ this means
\begin{equation}
|z|\le\frac{L-d}{2}.
\label{eq:potential}
\end{equation}
The slab itself lies in this region when $d\le L/2$, in agreement with \eqref{eq:condition}. Farther out, the potential includes charges of the next image in place of those of the true layer.

The plane-averaged potential shows what to expect in the vacuum. Let $q=\int\rho\,d^3x$ be the charge per cell and $p=\int z\rho\,d^3x$ its dipole moment. Above and below the slab, but within \eqref{eq:potential},
\begin{align}
\bar\phi(z)&=-\frac{2\pi}{A}\int d^3x'\,\rho(\mathbf x')\,|z-z'|\notag\\
&=\begin{cases}
-(2\pi/A)(qz-p), & z>d/2,\\
+(2\pi/A)(qz-p), & z<-d/2 .
\end{cases}
\label{eq:vacuum}
\end{align}
For $q=0$ there are two flat levels, differing by $4\pi p/A$. The dipole step is thus represented without a separate correction, and the two vacuum levels can be read off in the ranges $d/2\le|z|\le(L-d)/2$. These have width $L/2-d$ and shrink to a point at $d=L/2$, so reading the levels needs $d$ clearly below $L/2$. For $q\neq0$ the potential slopes on both sides and has no flat vacuum level to serve as a reference. This is the physics of an infinite charged sheet and not a defect of the kernel.

\subsection{The dropped constant in a charged cell}

Suppose $-2\pi|z|+C$ had been chosen in place of $-2\pi|z|$. On a full period the constant changes the $G=0$ coefficient by $CL$ and no other. Since $\tilde\rho(0)=q$,
\begin{equation}
\Delta E=\frac{CL\,q^2}{2AL}=\frac{C\,q^2}{2A},\qquad \Delta\phi=\frac{C\,q}{A}.
\label{eq:constant}
\end{equation}
The second expression is the uniform shift of the potential. Both vanish for a neutral cell. This relies on $\rho$ being the total charge: if electrons and nuclei are treated in separate terms, each term must use the same kernel, with the same $G=0$ value, or the constants do not add up to $q^2$.

Setting $v(0,0)=0$, as is done for the ordinary periodic kernel, replaces $-\pi L^2/2$ by zero. It amounts to $C=\pi L/2$ and raises the energy by
\begin{equation}
\Delta E=\frac{\pi q^2L}{4A}.
\end{equation}
For $q=1$, $A=100$ bohr$^2$ and $L=12$ bohr this is $12\pi/400=0.0942$ hartree, and the computed energy rises from $0.3692$ to $0.4634$ hartree. At $L=48$ bohr it rises to $0.7462$ hartree. The truncation is then intact, yet the energy depends on the vacuum again, through a constant that grows with $L$.

The energy of an infinite lattice of equal charges without a compensating charge is infinite, so no value of $C$ is the physical one. The choice $C=0$ has the merit of not depending on $L$. It is related to, but not the same as, adding a uniform neutralizing sheet of charge $-q$ per cell in the plane $z=0$. Such a sheet has no component at $K\neq0$. At $K=0$ it adds its interaction with the charge. With $C=0$ this term is positive for a charge of one sign and grows with the distance from the sheet, as an attraction requires. The self-term $-2\pi|0|$ of the sheet vanishes:
\begin{equation}
E_{\rm sheet}=E+\frac{2\pi q}{A}\int d^3x\,\rho(\mathbf x)\,|z| .
\end{equation}
The two agree for charge confined to the plane $z=0$.

\subsection{A Gaussian defect charge}

The simplest model of a localized defect charge is a rigid Gaussian of charge $q$ and standard deviation $s$ in each direction, one per square cell of side $a$, so that $A=a^2$. Then $|\tilde\rho|^2=q^2e^{-G^2s^2}$.

Two such Gaussians of unit charge at distance $r$ interact in free space with the energy
\begin{equation}
\varphi(r)=\int\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}e^{-G^2s^2+i\mathbf G\cdot\mathbf r}
=\frac{2}{\pi r}\int_0^\infty dG\,e^{-G^2s^2}\frac{\sin Gr}{G}.
\end{equation}
The derivative of the last integral with respect to $r$ is $\int_0^\infty e^{-G^2s^2}\cos Gr\,dG=(\sqrt\pi/2s)e^{-r^2/4s^2}$. The integral vanishes at $r=0$, so it equals $(\pi/2)\,\mathrm{erf}(r/2s)$, and
\begin{equation}
\varphi(r)=\frac{\mathrm{erf}(r/2s)}{r},\qquad \varphi(0)=\frac{1}{\sqrt\pi\,s}.
\end{equation}

In the truncated energy, the factor $e^{-g^2s^2}$ averages the planar interaction over a separation $\zeta$ that is normally distributed with variance $2s^2$. Tails beyond the window are neglected; here $\sqrt2\,s=0.71$ bohr and $R\ge6$ bohr. Thus
\begin{equation}
\frac{2E}{q^2}=\frac1A\Big[\sum_{\mathbf K\neq0}\Phi(K)-2\pi\langle|\zeta|\rangle\Big],\quad
\Phi(K)=\frac{2\pi}{K}\,e^{-K^2s^2}\big\langle e^{-K|\zeta|}\big\rangle .
\label{eq:recip}
\end{equation}
$\Phi(K)$ is the two-dimensional transform of $\varphi(r)$, since $\varphi$ is $1/r$ averaged over the relative displacement of the two charge elements.

To pass to real space, multiply $\varphi$ by a wide window $f(r)=e^{-r^2/W^2}$ and apply the Poisson summation formula to $\sum_{\mathbf T}\varphi(T)f(T)$, where $\mathbf T$ runs over the in-plane lattice. As $W\to\infty$, the terms with $\mathbf K\neq0$ tend to $\Phi(K)/A$. For $\mathbf K=0$, split $\varphi=1/r-\mathrm{erfc}(r/2s)/r$. The second part is short-ranged and integrates to
\begin{equation}
2\pi\int_0^\infty\mathrm{erfc}\!\left(\frac{r}{2s}\right)dr=2\pi\,\frac{2s}{\sqrt\pi}=4\sqrt\pi\,s .
\end{equation}
For the normal distribution, $\langle|\zeta|\rangle=\sqrt{2/\pi}\,\sqrt2\,s=2s/\sqrt\pi$, so $2\pi\langle|\zeta|\rangle=4\sqrt\pi\,s$ as well. The finite-width term of the lattice sum is the one already contained in \eqref{eq:recip}, and therefore
\begin{equation}
\frac{2E}{q^2}=\lim_{W\to\infty}\Big[\sum_{\mathbf T}\varphi(T)f(T)-\frac1A\int d^2r\,\frac{f(r)}{r}\Big].
\end{equation}

The term $\mathbf T=0$ is $\varphi(0)$. For $\mathbf T\neq0$, $\varphi(T)$ may be replaced by $1/T$, with an error of order $\mathrm{erfc}(a/2s)/a$, negligible at $a/2s=10$. What remains is a sum for point charges. Measuring lengths in units of $a$ takes out a factor $1/a$ and leaves a pure number,
\begin{equation}
\alpha=-\frac a2\lim_{W\to\infty}\Big[\sum_{\mathbf T\neq0}\frac{f(T)}{T}-\frac1A\int d^2r\,\frac{f(r)}{r}\Big],
\end{equation}
so that
\begin{equation}
E=\frac{q^2}{2\sqrt\pi\,s}-\frac{\alpha q^2}{a}.
\label{eq:defect}
\end{equation}
The first term is the energy of the isolated charge. There is no term in $s/a^2$, because the finite-width contributions cancel. The cancellation does not depend on the Gaussian shape. For two charge elements displaced by $\mathbf u$, with normal part $\zeta$, the integral of $1/r-1/|\mathbf r+\mathbf u|$ over a large disk in the plane tends to $2\pi|\zeta|$, which is again the term supplied by $K=0$. For a rigid charge of another shape, the first correction to \eqref{eq:defect} is in general of order $1/a^3$, and the first term is replaced by the isolated energy of that charge.

For $q=1$ and $s=0.5$ bohr the isolated energy is $0.564190$ hartree. The real-space sum at $a=10$ bohr gives $0.369176$ hartree, hence
\begin{equation}
\alpha=\frac{(0.564190-0.369176)\times10}{1}=1.9501 .
\end{equation}
With this $\alpha$, \eqref{eq:defect} predicts $0.466683$ hartree at $a=20$ bohr and $0.515436$ hartree at $a=40$ bohr. The reciprocal-space sums with \eqref{eq:implement} give the same digits. The cutoff removes the images along the normal, but the lateral ones remain: at $a=40$ bohr they still shift the energy by $-0.0488$ hartree, or $-1.33$ eV.

\subsection{The drift of the untruncated energy}

The rise quoted at the start can now be computed. The kernel $4\pi/G^2$ without its $G=0$ term gives, at $K=0$, the periodic function
\begin{equation}
U(\zeta)=\frac1L\sum_{n\neq0}\frac{4\pi}{g^2}e^{ig\zeta}.
\end{equation}
It has zero mean and satisfies $U''=-4\pi\left[\sum_m\delta(\zeta-mL)-1/L\right]$. For $|\zeta|\le L/2$ the solution is
\begin{equation}
U(\zeta)=2\pi\left(\frac L6-|\zeta|+\frac{\zeta^2}{L}\right).
\end{equation}
The slope jumps by $-4\pi$ at $\zeta=0$ and vanishes at $\zeta=\pm L/2$, and the mean is proportional to $L/6-L/4+L/12=0$. Subtracting $-2\pi|\zeta|$ and averaging with $\langle\zeta^2\rangle=2s^2$ gives
\begin{equation}
E_{\rm 3D}-E=\frac{\pi q^2}{A}\left(\frac L6+\frac{2s^2}{L}\right)+\delta .
\label{eq:drift}
\end{equation}
Here $\delta$ comes from layer images at $K\neq0$. For each $\mathbf K$ they add $(2\pi/K)\,2\cosh(K\zeta)/(e^{KL}-1)$ to the interaction. Since $\langle\cosh K\zeta\rangle=e^{K^2s^2}$ cancels the in-plane factor $e^{-K^2s^2}$,
\begin{equation}
\delta=\frac{q^2}{2A}\sum_{\mathbf K\neq0}\frac{4\pi}{K}\,\frac{1}{e^{KL}-1}.
\end{equation}

At $L=24$ bohr the first term of \eqref{eq:drift} is $(\pi/100)(4+0.0208)=0.1263$ hartree, which is the difference between $0.4955$ and $0.3692$ hartree. At $L=12$ bohr it is $0.06414$ hartree, while the computed difference is $0.06436$ hartree. The missing $0.0002$ hartree is $\delta$, whose four leading terms give $2.1\times10^{-4}$ hartree.

The term in $L/6$ is the energy of charged layers in a uniform background that fills the vacuum. At fixed $A$ it grows without limit as vacuum is added. If $L$ is enlarged in proportion to $a$, it falls as $1/a$, like the lateral term in \eqref{eq:defect}. So does $\delta$, since $KL$ is then fixed for each term of its sum, and all three are mixed in any extrapolation. Truncation removes the difference \eqref{eq:drift} and keeps only the lateral term.

\subsection{What the defect model leaves out}

The example is the bare electrostatics of a rigid charge. A real layer polarizes, and its response depends on the in-plane wave number and on the thickness. Atomic relaxation and the change of the defect orbitals with cell size are also absent. The value $\alpha q^2/a$ is therefore not a ready correction for the formation energy of a charged defect. What carries over to a full calculation is the kernel \eqref{eq:implement}, the thickness condition \eqref{eq:condition} and the effect \eqref{eq:constant} of the chosen constant. The numerical output below gives the values with more digits.

\section*{Calculated quantities}
\begin{verbatim}
in-plane transform, K=0.7 1/bohr, z=1.3 bohr:
  quadrature 3.6130490, formula 3.6130490 bohr
kernel in bohr^2, L=24 bohr, short R=9.6 bohr
K=0.157080 1/bohr, exp(-KL/2)=0.151836
  n   R=L/2      quadrature  short R    K=0,R=L/2
  0   431.9665   431.9665   396.5580  -904.7787
  1   155.2831   155.2831   188.1914   366.6930
  2    35.6670    35.6670     9.6653     0.0000
  3    22.5625    22.5625    38.8676    40.7437
n=1, K=1e-04 1/bohr: v(R=L/2)=366.473 bohr^2
  v(short R)=282197.7 bohr^2
  K*v(short R)=28.2198, predicted limit 28.2137 bohr
v(n=201)/v(n=2001): R=L/2 99.11, short R 10.20
charge q=1 e, s=0.5 bohr, a=10 bohr
isolated self-energy 0.564190 hartree
real-space energy per cell 0.369176 hartree
lattice constant alpha 1.950132 (dimensionless)
energies in hartree: L/bohr, truncated, v(0,0)=0, untruncated
    12    0.369176    0.463424    0.433537
    24    0.369176    0.557672    0.495495
    48    0.369176    0.746167    0.620831
thin charge, L=24, R=6 bohr: 0.369176 hartree
a/bohr, truncated energy/hartree, self-energy - alpha q^2/a
   10    0.369176    0.369176
   20    0.466683    0.466683
   40    0.515436    0.515436
image energy at a=40 bohr: -0.048753 hartree = -1.3266 eV
layer-layer interaction in hartree, a=10, L=24 bohr
  distance 8 bohr: real space -0.499785
    R=L/2 -0.499785, R=L/4 -0.000825
  distance 16 bohr: real space -1.005291
    R=L/2 -0.499785, R=L/4 -0.000825
\end{verbatim}
